# Jump or glide: an adatom dragged across a sinusoidal potential

## Problem

A probe tip drags a single adatom along a crystal surface. The surface potential along the path is

$$V(x)=\frac{E_b}{2}\left[1-\cos\frac{2\pi x}{a}\right],$$

where $a=0.25$ nm is the period and $E_b=0.10$ eV is the full height from valley to top. The tip acts on the adatom through a harmonic spring of stiffness $k$, whose far end (the support) is at $X$. Spring and surface together give the energy

$$U(x;X)=V(x)+\tfrac12 k(x-X)^2 .$$

The support starts at $X=0$ with the adatom at $x=0$ and advances so slowly that the adatom stays in its local energy minimum for as long as that minimum exists. The motion is one-dimensional and classical, the temperature is zero, and released energy is lost to the surface. A jump means a finite change of $x$ at unchanged $X$.

(a) Estimate by scaling the stiffness that separates jumping from smooth motion.

(b) Find this stiffness exactly, and decide what happens when $k$ equals it.

(c) For $k=2.0$ N/m, find where the adatom jumps, where it lands, and how much heat each period produces.

(d) How far does the answer to (b) depend on the sinusoidal shape, and what do temperature, tunnelling and a realistic tip bond change?

The stiffness $k$ is the total lateral stiffness felt by the adatom. If several elastic elements act in series, such as a cantilever, the tip apex and the tip–adatom bond, they carry the same force $F$ and their extensions $F/k_i$ add. Hence $1/k=\sum_i 1/k_i$, and $k$ is smaller than the stiffness of any one element.

## First estimate by scaling

The surface supplies one energy, $E_b$, and one length, $a$. The only stiffness they can form is a number times

$$\frac{E_b}{a^2}=\frac{1.6022\times10^{-20}\ \text{J}}{(0.25\times10^{-9}\ \text{m})^2}=0.256\ \text{N/m}.$$

To guess the number, put the support above the barrier top, at $X=a/2$. An adatom on the valley floor stretches the spring by $a/2$ and stores $\tfrac12k(a/2)^2=ka^2/8$. An adatom on the top stores no spring energy but has surface energy $E_b$. If the valley floor is the cheaper place, the adatom should hang back and jump later. Equating the two energies gives

$$k_{\text{est}}=\frac{8E_b}{a^2}\approx 2.1\ \text{N/m}.$$

The scaling with $E_b/a^2$ is reliable for this family of potentials. The factor 8 is a guess, because it compares two chosen positions and does not ask whether a minimum survives between them.

## Exact solution

### Equilibrium and stability

The surface potential has the slope

$$V'(x)=\frac{E_b}{2}\,\frac{2\pi}{a}\sin\frac{2\pi x}{a}=\frac{\pi E_b}{a}\sin\frac{2\pi x}{a}.$$

Setting $\partial U/\partial x=V'(x)+k(x-X)=0$ and solving for $X$ gives

$$X=x+\frac{\pi E_b}{ka}\sin\frac{2\pi x}{a}.$$

It is easier to ask which support position belongs to a given adatom position than the reverse, since $X$ is an explicit function of $x$. Define $\theta=2\pi x/a$ and $\Phi=2\pi X/a$, and multiply by $2\pi/a$:

$$\Phi=g(\theta)=\theta+\eta\sin\theta,\qquad \eta=\frac{2\pi^2E_b}{ka^2}=\frac{k_c}{k},\qquad k_c=\frac{2\pi^2E_b}{a^2}.$$

The constant $k_c$ is also the largest downward curvature of the surface potential, because

$$V''(x)=\frac{E_b}{2}\left(\frac{2\pi}{a}\right)^2\cos\theta=k_c\cos\theta ,$$

which equals $-k_c$ at the barrier top. An equilibrium is a minimum if

$$\frac{\partial^2U}{\partial x^2}=k+k_c\cos\theta=k\,(1+\eta\cos\theta)=k\,g'(\theta)>0 .$$

Stable equilibria therefore lie on the rising parts of $g$, and falling parts are energy maxima.

### Stiff spring: $k>k_c$

Here $\eta<1$, so $g'(\theta)\ge 1-\eta>0$ everywhere. The function $g$ rises without limit in both directions, and each $\Phi$ has one solution $\theta$, which is a minimum. The inverse function is continuous, so there is no jump. The adatom does not move uniformly, however:

$$\frac{dx}{dX}=\frac{1}{1+\eta\cos\theta}\le\frac{1}{1-\eta},$$

with equality at the barrier top. For $k=8.0$ N/m the adatom crosses the top 2.72 times faster than the support moves. This is rapid but continuous motion.

### Equality: $k=k_c$

Now $g'(\theta)=1+\cos\theta$ vanishes at the barrier tops and is positive elsewhere. A function whose slope is zero only at isolated points and otherwise positive is still strictly increasing, so $x(X)$ remains continuous. Near the top put $\theta=\pi+\delta$. Since $\sin(\pi+\delta)=-\sin\delta$,

$$\Phi-\pi=\delta-\sin\delta\approx\frac{\delta^3}{6},\qquad \delta\approx[6(\Phi-\pi)]^{1/3}.$$

The slope $d\theta/d\Phi$ is infinite at $\Phi=\pi$, but $\theta$ itself does not jump.

### Soft spring: $k<k_c$

For $\eta>1$ the quantity $1+\eta\cos\theta$ is negative in an interval around each barrier top. Positions in that interval are energy maxima. A continuous path of minima from one valley to the next would have to pass through them, which is impossible. The adatom must jump.

Together the three cases answer (b): the adatom jumps if and only if

$$\boxed{k<k_c=\frac{2\pi^2E_b}{a^2}}$$

With the given numbers, $k_c=2\pi^2\times0.256\ \text{N/m}=5.06$ N/m.

This can be tested without the equilibrium equation. The energy is tabulated on a grid of spacing $a/4000$, the support advances in steps of $a/20000$, and after each step the adatom walks downhill until it can go no lower. If a displacement above $0.04a$ in one support step is counted as a jump, bisection in $k$ puts the threshold at 5.05 N/m.

### The jump

The starting minimum disappears where $g'(\theta)=0$ is first reached:

$$\cos\theta_c=-\frac1\eta,\qquad \sin\theta_c=\sqrt{1-\frac1{\eta^2}},\qquad \frac{\pi}{2}<\theta_c<\pi .$$

Inserting this in $g$ gives the support position at the jump,

$$\Phi_c=\theta_c+\eta\sin\theta_c=\theta_c+\sqrt{\eta^2-1}.$$

To find the landing point, write the energy slope as

$$\frac{\partial U}{\partial x}=\frac{ka}{2\pi}\,[g(\theta)-\Phi].$$

At $\Phi=\Phi_c$ and just beyond $\theta_c$, $g$ is below $\Phi_c$, so the energy falls in the forward direction. The adatom slides forward until $g$ has climbed back to $\Phi_c$. Now $g$ decreases from $\theta_c$ to $2\pi-\theta_c$, then increases up to $2\pi+\theta_c$, where it equals $\Phi_c+2\pi$. The rising part therefore contains one landing angle $\theta_l$:

$$\theta_l+\eta\sin\theta_l=\Phi_c,\qquad 2\pi-\theta_c<\theta_l<2\pi+\theta_c .$$

With strong damping the adatom stops there. With weak damping it could overshoot into a further well, if one exists. The minimum belonging to valley $n$ exists for $2\pi n-\Phi_c<\Phi<2\pi n+\Phi_c$. At $\Phi=\Phi_c$ the valley $n=2$ is available only if $4\pi-\Phi_c<\Phi_c$, that is $\Phi_c>2\pi$. This requires $\eta>4.603$, or $k<1.10$ N/m here. For stiffer springs there is a single minimum left, and the landing point does not depend on the damping.

### Numbers for $k=2.0$ N/m

The ratio is $\eta=5.060/2.0=2.530$. Then

$$\theta_c=\arccos(-1/2.530)=1.977,\qquad \Phi_c=1.977+\sqrt{2.530^2-1}=4.301 .$$

The root of the landing equation is $\theta_l=5.698$. Multiplication by $a/2\pi$ turns these angles into lengths:

- last stable adatom position: 0.079 nm;
- support position at the jump: 0.171 nm;
- landing position: 0.227 nm;
- jump length: 0.148 nm.

The downhill walk gives the same support and landing positions to the digits shown.

The spring force before the jump is $k(X_c-x_c)=185$ pN. This is below the largest force the surface can exert, $\pi E_b/a=201$ pN, which the adatom passed earlier, at $\theta=\pi/2$. The jump comes after the force maximum because the spring must also lose the competition of curvatures. After landing, the adatom is ahead of the support and the force is $-111$ pN.

The heat is the drop of $U$ at fixed $X$. From $k=k_c/\eta$ and $k_c(a/2\pi)^2=E_b/2$, the spring energy is $E_b(\theta-\Phi)^2/(4\eta)$, so

$$\frac{U}{E_b}=\frac{1-\cos\theta}{2}+\frac{(\theta-\Phi)^2}{4\eta}.$$

Before the jump this is $0.698+0.534=1.231$ (the sum uses unrounded terms). After it, it is $0.083+0.193=0.276$. The difference, $0.955\,E_b$, is 0.096 eV per period.

The support pays for this heat. While the adatom follows a minimum, $\partial U/\partial x=0$, and therefore $dU/dX=\partial U/\partial X=k(X-x)$, which is the force exerted by the support. After one period $U$ has returned to its old value, so the work done between jumps equals the energy lost in the jump. Integrating the force along the downhill walk also gives 0.096 eV. For $k=8.0$ N/m there is no drop, and the integrated work vanishes to the printed digits.

On the way back, mirror symmetry puts the jump at $a-X_c=0.079$ nm instead of 0.171 nm. This hysteresis exists for every $k<k_c$. Differentiating $\cos\theta_c=-1/\eta$ gives $d\theta_c/d\eta=-1/(\eta\sqrt{\eta^2-1})$, hence

$$\frac{d\Phi_c}{d\eta}=\frac{\eta}{\sqrt{\eta^2-1}}-\frac{1}{\eta\sqrt{\eta^2-1}}=\frac{\sqrt{\eta^2-1}}{\eta}>0 .$$

Since $\Phi_c=\pi$ at $\eta=1$, the forward jump occurs beyond the symmetric point $X=a/2$ for every $\eta>1$.

### Just below the threshold

With $\theta=\pi+\delta$ and small $\delta$,

$$\Phi-\pi=\delta-\eta\sin\delta\approx-(\eta-1)\delta+\frac{\eta\,\delta^3}{6}.$$

The minimum is lost where the derivative vanishes, at $\delta_c=-\sqrt{2(\eta-1)/\eta}$. At that value of $\Phi$ the cubic has a double root $\delta_c$. It has no quadratic term, so its three roots add to zero and the third is $-2\delta_c$. The jump in angle is $3|\delta_c|$, and since $(\eta-1)/\eta=1-k/k_c$,

$$\Delta x\approx\frac{3a}{2\pi}\sqrt{2\left(1-\frac{k}{k_c}\right)} .$$

Jumps thus grow continuously from zero length. At $k=5.0$ N/m, about 1 % below the threshold, both this law and the full root give 0.018 nm. An experiment that cannot resolve such a step would place the threshold too low.

## Comparison of estimate and exact result

The estimate has the correct dependence on $E_b$ and $a$, but its factor is 8 instead of $2\pi^2=19.7$. It is too small by the factor $\pi^2/4\approx2.5$.

The reason appears at $X=a/2$. Close to the top, with $x=a/2+y$,

$$U\approx E_b+\tfrac12(k-k_c)\,y^2 .$$

For any $k<k_c$ the top is an energy maximum, and the adatom waits at a minimum on the slope. The estimate allowed it to wait only on the valley floor, where the spring is stretched most. Between 2.1 and 5.06 N/m the floor is dearer than the top, yet a position part of the way up is cheaper than both.

A better estimate uses curvature. Replace the barrier by parabolas that meet at half height, a distance $a/4$ from the top. The upper parabola drops by $E_b/2$ over that distance, so $\tfrac12\kappa(a/4)^2=E_b/2$ and $\kappa=16E_b/a^2=4.1$ N/m. This is 19 % below the exact value, because a cosine is more sharply curved at its top than this parabola.

## Part (d): what changes the number

### Shape of the barrier

For any smooth periodic potential, the equilibrium condition $X=x+V'(x)/k$ gives $dX/dx=1+V''(x)/k$. The argument used above then yields

$$k_c=\max_x\,[-V''(x)] .$$

Barrier height and period do not fix this curvature. Add a second harmonic:

$$V=\frac{E_b}{2}\left[(1-\cos\theta)+c\,(1-\cos2\theta)\right].$$

The slope is proportional to $\sin\theta\,(1+4c\cos\theta)$. For $|c|<1/4$ the valleys and tops stay in place, and the height remains $E_b$. In units of the sinusoidal threshold,

$$-V''\ \to\ -\cos\theta-4c\cos2\theta .$$

For $c=-0.1$ the top is sharper; the largest value is 1.4, at $\theta=\pi$, and the threshold is 7.08 N/m. For $c=+0.1$ the top is flatter. With $y=\cos\theta$ the expression becomes $0.4-y-0.8y^2$, which is largest at $y=-0.625$, on the flanks. Its value there is 0.7125, and the threshold is 3.61 N/m. Dragging by downhill steps gives 7.06 and 3.60 N/m. A 10 % admixture thus moves the threshold by $+40$ % or $-29$ % at fixed barrier and period.

### Temperature and tunnelling

Take a copper adatom, $k=2.0$ N/m and a support speed $v=1.0$ nm/s. With the support at $a/2$, a barrier $\Delta U=31.7$ meV separates the two minima. It shrinks to zero as $X$ approaches 0.171 nm. A thermal escape rate is estimated by

$$\Gamma=f\,e^{-\Delta U/k_BT},\qquad f=\frac{1}{2\pi}\sqrt{\frac{k+V''(x_{\min})}{m}},$$

where $f\approx1.1\times10^{12}$ s$^{-1}$ at $X=a/2$. The median jump occurs where $\int\Gamma\,dX/v$, taken from $a/2$, reaches $\ln2$. At 5 K this purely classical rate gives $X=0.151$ nm, with about 9 meV of barrier left. It is not the full answer at 5 K, which lies below the crossover to tunnelling (about 6.5 K at $X=a/2$).

Tunnelling is not smaller. Replace the Boltzmann factor by $e^{-2S}$, where $S=\hbar^{-1}\int\sqrt{2m(U-E)}\,dx$ runs through the barrier and $E$ is the harmonic ground level. The median jump then moves to 0.147 nm even at 0 K, and to about 0.146 nm at 5 K when the transmission is averaged thermally over the levels of the well. This rate averages over the discrete levels of the second well; without friction the transfer happens only at resonances about 0.002 nm apart in $X$, here mainly near 0.145 and 0.147 nm. The exponent was checked on the symmetric double well at $X=a/2$ with one tenth of the mass: the level splitting $(\hbar\omega/\pi)e^{-S}$, with $\omega=2\pi f$ for that mass, is 1.77 µeV, against 1.71 µeV from diagonalization. The rates remain order-of-magnitude estimates, and friction is left out of the tunnelling. In this model, cooling below 5 K therefore does not restore the classical jump point. The jump and its hysteresis survive, since 0.147 nm is still beyond $a/2=0.125$ nm.

If the support were held at $a/2$, about one hop would be expected during the time of one period of travel, $a/v=0.25$ s, at

$$T\approx\frac{\Delta U}{k_B\ln(fa/v)}=14\ \text{K}.$$

The moving support crosses the region where the two wells have comparable energies in much less time than $a/v$. The 14 K, listed in the output as the equilibration temperature, is therefore a lower estimate: some hysteresis remains there and fades only at a somewhat higher temperature.

At 300 K the estimated hopping rate is $3\times10^{11}$ s$^{-1}$. At this speed the mean position then follows the support smoothly, although $k<k_c$.

### Finite range of the tip bond

A real bond cannot be stretched indefinitely. Replace the spring by a Gaussian attraction of central stiffness $k$ and width $w=0.20$ nm, with energy $-kw^2e^{-u^2/2w^2}$ at extension $u$. Its largest pull is $kwe^{-1/2}=243$ pN for $k=2.0$ N/m. This exceeds the required 201 pN, so the tip keeps the adatom; a bond whose largest pull is below 201 pN would leave it behind. The threshold stays at 5.06 N/m. For this width it is set at the barrier top, where $V'=0$, the bond is unstretched and its stiffness is the central one. This needs a wide enough bond. At $k=k_c$ and a distance $y$ from the top, the extension is about $y$, the bond stiffness falls as $1-3y^2/2w^2$ and the surface curvature as $1-(2\pi y/a)^2/2$. The top therefore stays the critical point only for $w>\sqrt3\,a/2\pi\approx0.07$ nm. A narrower bond raises the threshold, to about 5.5 N/m at $w=0.06$ nm. The jump at $k=2.0$ N/m moves from 0.171 to 0.188 nm, because the stretched bond is softer.

### The real surface

The parameters resemble, roughly, a copper adatom moved by a cryogenic probe on a close-packed copper surface. The period is close to the atomic spacing there. The barrier is on the high side: a few hundredths of an eV is more typical for a hop between neighbouring hollow sites. Such a hop is shorter than $a$, so its barrier should not be combined with the period $a$ in the formula. The spring stiffness is an assumed value. One assumption that can fail there is the straight path. On such a surface the adatom can zigzag between neighbouring hollow sites, which are only $a/\sqrt3$ apart. If one such hop is treated as a period of a sinusoid, $k_c$ triples at fixed barrier, to about 15 N/m for 0.10 eV and 6 N/m for 0.04 eV. Sideways motion and relaxation of the substrate are not included in these figures. The value 5.06 N/m is thus exact for the stated potential, but for a real adatom it fixes only the order of magnitude. The computed values are collected in the numerical output below.

## Computed values

```
period a: 0.25 nm
barrier Eb: 0.10 eV
barrier Eb in joule: 1.6022e-20 J
threshold stiffness kc, formula: 5.060 N/m
threshold stiffness, direct dragging: 5.05 N/m
soft spring k: 2.0 N/m
eta = kc/k: 2.5301
theta_c: 1.9771 rad
phi_c: 4.3012 rad
landing theta: 5.6982 rad
last stable adatom position: 0.0787 nm
support position at forward jump: 0.1711 nm
same, direct dragging: 0.1711 nm
landing position: 0.2267 nm
same, direct dragging: 0.2267 nm
jump length: 0.1481 nm
support position at backward jump: 0.0789 nm
same, direct dragging: 0.0789 nm
largest substrate force pi Eb/a: 201.3 pN
spring force just before jump: 184.9 pN
spring force just after jump: -111.2 pN
heat per period, energy drop: 0.0955 eV
work per period, direct dragging: 0.0955 eV
stiff spring: 8.0 N/m
stiff spring: largest dx/dX, formula: 2.721
stiff spring: dx/dX at top, dragging: 2.700
stiff spring: work per period: 0.000 meV
spring near threshold: 5.0 N/m
its jump length, exact root: 0.0184 nm
its jump length, small-jump law: 0.0184 nm
eta above which several wells can catch: 4.603
corresponding stiffness: 1.10 N/m
kc with second harmonic +0.1: 3.61 N/m
same, direct dragging: 3.60 N/m
kc with second harmonic -0.1: 7.08 N/m
same, direct dragging: 7.06 N/m
adatom mass (copper): 63.55 u
pulling speed: 1.0 nm/s
cold temperature: 5 K
barrier with support at a/2: 31.7 meV
attempt frequency at a/2: 1.06e+12 1/s
median thermal jump support, cold: 0.1512 nm
barrier left at that point: 8.8 meV
median tunnelling jump support, 0 K: 0.1467 nm
barrier left at that point: 12.0 meV
thermal-tunnelling crossover at a/2: 6.5 K
wells equilibrate in one period above: 14.0 K
hopping rate at a/2 and 300 K: 3.1e+11 1/s
light-mass splitting, diagonalized: 1.710 ueV
light-mass splitting, WKB: 1.766 ueV
Gaussian tip bond width: 0.20 nm
Gaussian bond depth at soft k: 0.50 eV
Gaussian bond largest pull: 243 pN
Gaussian bond threshold stiffness: 5.060 N/m
Gaussian bond jump support, soft k: 0.1876 nm
```
